# Does a fluorocarbon film settle where deposition balances ion removal?: a program that tests the result

```python
"""
Result under test: a film with dx/dt = D - R*exp(-x/L) and R > D has one
balance thickness x* = L*ln(R/D), and it is UNSTABLE: thinner films clear in
finite time, thicker films grow without bound at a rate tending to D.
x: film thickness (nm)          D: constant deposition rate (nm/s)
R: ion removal rate for a vanishingly thin film (nm/s)
L: attenuation length (nm)      T = L/D: escape time (s)
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import expm_multiply, spsolve
from scipy.special import erfc

D, R, L = 0.5, 2.0, 1.5
x_thin, x_thick = 1.9, 2.3


def rate(x, dep=D, rem=R):
    return dep - rem * np.exp(-x / L)


def evolve(func, x0, t_end):
    """Thickness at t_end from direct integration of dx/dt = func(x)."""
    sol = solve_ivp(lambda t, x: func(x), (0, t_end), [x0],
                    method="LSODA", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


def clearing_time(func, x0, t_max=1000.0):
    """Time at which the integrated thickness reaches zero."""
    def bare(t, x):
        return x[0]
    bare.terminal = True
    bare.direction = -1
    sol = solve_ivp(lambda t, x: func(x), (0, t_max), [x0], events=bare,
                    method="RK45", rtol=1e-9, atol=1e-11)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


def closed_form(x0, t, dep=D, rem=R):
    q = rem / dep
    return L * np.log(q + (np.exp(x0 / L) - q) * np.exp(dep * t / L))


def transit_formula(x0, x1, dep=D, rem=R):
    q = rem / dep
    return L / dep * np.log((np.exp(x1 / L) - q) / (np.exp(x0 / L) - q))


def transit_quadrature(x0, x1, dep=D, rem=R):
    return quad(lambda x: 1 / rate(x, dep, rem), x0, x1,
                epsabs=1e-10, epsrel=1e-10, limit=200)[0]


def slope(func, x, step=1e-5):
    return (func(x + step) - func(x - step)) / (2 * step)


# Balance thickness and its instability
x_star = L * np.log(R / D)
T = L / D
assert abs(brentq(rate, 0, 20) - x_star) < 1e-9
assert abs(slope(rate, x_star) - 1 / T) < 1e-7
for start in (1e-5, -1e-5):
    grown = evolve(rate, x_star + start, 2 * T) - x_star
    # tolerance covers the quadratic term and integration error
    assert abs(np.log(grown / start) / (2 * T) * T - 1) < 1e-3

# Full trajectories on both sides, and the case without a threshold
for x0, times in ((x_thin, (1, 3, 5)), (x_thick, (1, 10, 60))):
    for t in times:
        assert abs(evolve(rate, x0, t) - closed_form(x0, t)) < 1e-6
D_high = 2.5
x_no_threshold = evolve(lambda x: rate(x, D_high), 0.0, 10)
assert x_no_threshold > 0
assert abs(x_no_threshold - closed_form(0.0, 10, D_high)) < 1e-6

# Finite clearing time and late growth line
t_clear = transit_formula(x_thin, 0)
assert abs(clearing_time(rate, x_thin) - t_clear) < 1e-5
assert abs(transit_quadrature(x_thin, 0) - t_clear) < 1e-7
x_minute = evolve(rate, x_thick, 60)
offset = L * np.log(np.exp(x_thick / L) - R / D)
assert abs(x_minute - (D * 60 + offset)) < 1e-5
rate_minute = rate(x_minute)

# A film placed at the balance, then a one percent drift of deposition
t_double = transit_formula(x_star, 2 * x_star, 1.01 * D)
t_lost = transit_formula(x_star, 0, 0.99 * D)
assert abs(transit_quadrature(x_star, 2 * x_star, 1.01 * D) - t_double) < 1e-6
assert abs(transit_quadrature(x_star, 0, 0.99 * D) - t_lost) < 1e-6

# Two substrates with different removal rates
R_low, x_between = 1.0, 1.5
x_star_low = brentq(lambda x: rate(x, D, R_low), 0, 20)
window = L * np.log(R / R_low)
assert abs(x_star - x_star_low - window) < 1e-9
for dep in (0.3, 0.8):
    upper = brentq(lambda x: rate(x, dep, R), 0, 20)
    lower = brentq(lambda x: rate(x, dep, R_low), 0, 20)
    assert abs(upper - lower - window) < 1e-9
t_clear_between = clearing_time(rate, x_between)
x_between_minute = evolve(lambda x: rate(x, D, R_low), x_between, 60)
assert x_between_minute > 10 * x_between

# Removal limited by the film available within a depth a
a = 0.3


def limited(x, depth=a):
    return D - R * np.exp(-x / L) * (1 - np.exp(-x / depth))


residue = brentq(limited, 0, 5 * a)
threshold_limited = brentq(limited, 5 * a, 20)
assert slope(limited, residue) < 0 < slope(limited, threshold_limited)
assert abs(evolve(limited, x_thin, 60) - residue) < 1e-6
assert evolve(limited, x_thick, 60) > 20
a_small = a / 100
residue_small = brentq(lambda x: limited(x, a_small), 0, 5 * a_small)
assert abs(residue_small / (a_small * np.log(R / (R - D))) - 1) < 0.01

# Thickness-independent chemical loss E
E, E_high = 0.1, 0.6
threshold_chemical = L * np.log(R / (D - E))
assert abs(brentq(lambda x: rate(x) - E, 0, 20) - threshold_chemical) < 1e-9
assert slope(lambda x: rate(x) - E, threshold_chemical) > 0
t_clear_chemical = clearing_time(lambda x: rate(x) - E, x_thick)
t_clear_high = clearing_time(lambda x: rate(x) - E_high, 20.0)

# Loss k*x throughout the film
k = 0.02


def bulk(x):
    return rate(x) - k * x


threshold_bulk = brentq(bulk, 0, 8)
cap = brentq(bulk, 8, 100)
assert slope(bulk, cap) < 0 < slope(bulk, threshold_bulk)
assert abs(evolve(bulk, x_thick, 1000) - cap) < 1e-4
assert abs(cap / (D / k) - 1) < 0.01

# Ten percent longer attenuation length
shift_length = brentq(lambda x: D - R * np.exp(-x / (1.1 * L)), 0, 20) - x_star

# Ion yield implied by the removal rate
density, current = 1800.0, 10.0            # kg/m3 and A/m2
unit_mass = (12.011 + 2 * 18.998) * constants.atomic_mass
unit_volume = unit_mass / density * 1e27   # nm3
ion_flux = current / constants.e * 1e-18   # ions per nm2 per s
ion_yield = R / unit_volume / ion_flux

# Arrival noise: birth-death process for the units on one patch
patch = 10.0
h = unit_volume / patch
M = int(3 * x_star / h)
n = np.arange(M + 1)
height = n * h
up = np.full(M + 1, D / h)
up[-1] = 0
down = R * np.exp(-height / L) / h
down[0] = 0
generator = diags([up[:-1], -(up + down), down[1:]], [-1, 0, 1], format="csr")
n_start = int(round(x_star / h))
p = np.zeros(M + 1)
p[n_start] = 1
spread = []
for _ in range(2):
    p = expm_multiply(generator * (T / 2), p)
    assert abs(p.sum() - 1) < 1e-7
    mean = p @ height
    spread.append(np.sqrt(p @ (height - mean) ** 2))
spread_linear = [np.sqrt(h * L * (np.exp(2 * t / T) - 1)) for t in (T / 2, T)]
# linearization leaves a relative error of a few times (spread/L)^2
assert abs((spread[0] / spread_linear[0]) ** 2 - 1) < 0.05

# Probability of clearing before reaching three times the balance thickness
b, d = up[1:-1], down[1:-1]
backward = diags([d[1:], -(b + d), b[:-1]], [-1, 0, 1], format="csc")
rhs = np.zeros(M - 1)
rhs[0] = -d[0]
p_clear = spsolve(backward, rhs)
band = np.sqrt(h * L)
chances = []
for y in (-0.1, 0.0, 0.1):
    index = int(round((x_star + y) / h))
    actual_y = index * h - x_star
    chance = p_clear[index - 1]
    assert abs(chance - 0.5 * erfc(actual_y / (np.sqrt(2) * band))) < 5e-3
    chances.append((actual_y, chance))

print(f"deposition rate D = {D:.2f} nm/s")
print(f"thin-film removal rate R = {R:.2f} nm/s")
print(f"attenuation length L = {L:.2f} nm")
print(f"ratio R/D = {R / D:.2f}")
print(f"balance thickness x* = {x_star:.3f} nm = {10 * x_star:.2f} angstrom")
print(f"slope of the rate at x* = {slope(rate, x_star):.4f} 1/s")
print(f"escape time T = {T:.2f} s")
print(f"thin start = {x_thin:.2f} nm, rate {rate(x_thin):.4f} nm/s")
print(f"thin start: exp(x0/L) = {np.exp(x_thin / L):.4f}")
print(f"thin start clears after {t_clear:.2f} s")
print(f"thick start = {x_thick:.2f} nm, rate {rate(x_thick):.4f} nm/s")
print(f"thick start: exp(x0/L) = {np.exp(x_thick / L):.4f}")
print(f"thick start after 10 s: {evolve(rate, x_thick, 10):.2f} nm")
print(f"thick start after 60 s: {x_minute:.2f} nm")
print(f"growth rate at 60 s = {rate_minute:.6f} nm/s")
print(f"offset of late growth line = {offset:.3f} nm")
print(f"no threshold, D = {D_high:.2f} nm/s: bare start")
print(f"  grows in 10 s to {x_no_threshold:.2f} nm")
print(f"at x*, D raised 1%: doubles in {t_double:.2f} s")
print(f"at x*, D lowered 1%: clears in {t_lost:.2f} s")
print(f"second substrate: R = {R_low:.2f} nm/s")
print(f"second substrate: x* = {x_star_low:.3f} nm")
print(f"selectivity window = {window:.3f} nm")
print(f"film between thresholds = {x_between:.2f} nm")
print(f"  first substrate: clears in {t_clear_between:.2f} s")
print(f"  second substrate, 60 s: {x_between_minute:.2f} nm")
print(f"film-limited removal: depth a = {a:.2f} nm")
print(f"  stable residue = {residue:.4f} nm")
print(f"  small-a estimate = {a * np.log(R / (R - D)):.4f} nm")
print(f"  unstable threshold = {threshold_limited:.4f} nm")
print(f"chemical loss E = {E:.2f} nm/s")
print(f"  threshold = {threshold_chemical:.3f} nm")
print(f"  thick start now clears in {t_clear_chemical:.2f} s")
print(f"chemical loss E = {E_high:.2f} nm/s")
print(f"  a 20 nm film clears in {t_clear_high:.1f} s")
print(f"loss throughout film: k = {k:.3f} 1/s")
print(f"  unstable threshold = {threshold_bulk:.3f} nm")
print(f"  stable thick balance = {cap:.2f} nm")
print(f"L longer by 10%: x* shifts by {shift_length:.3f} nm")
print(f"film density = {density / 1000:.2f} g/cm3")
print(f"ion current density = {current / 10:.2f} mA/cm2")
print(f"volume of one CF2 unit = {unit_volume:.4f} nm3")
print(f"ion flux = {ion_flux:.1f} ions/(nm2 s)")
print(f"removal yield, thin film = {ion_yield:.2f} CF2 units/ion")
print(f"patch area = {patch:.1f} nm2")
print(f"height per CF2 unit on patch h = {h:.5f} nm")
for t, full, linear in zip((T / 2, T), spread, spread_linear):
    print(f"noise spread at {t:.1f} s: {full:.3f} nm (linear {linear:.3f} nm)")
print(f"undecided band sqrt(h L) = {band:.4f} nm")
for y, chance in chances:
    print(f"start at x* {y:+.3f} nm: clearing chance {chance:.3f}")
print("verified")
```

Printed output:

```
deposition rate D = 0.50 nm/s
thin-film removal rate R = 2.00 nm/s
attenuation length L = 1.50 nm
ratio R/D = 4.00
balance thickness x* = 2.079 nm = 20.79 angstrom
slope of the rate at x* = 0.3333 1/s
escape time T = 3.00 s
thin start = 1.90 nm, rate -0.0635 nm/s
thin start: exp(x0/L) = 3.5490
thin start clears after 5.68 s
thick start = 2.30 nm, rate 0.0684 nm/s
thick start: exp(x0/L) = 4.6336
thick start after 10 s: 4.62 nm
thick start after 60 s: 29.32 nm
growth rate at 60 s = 0.500000 nm/s
offset of late growth line = -0.685 nm
no threshold, D = 2.50 nm/s: bare start
  grows in 10 s to 22.59 nm
at x*, D raised 1%: doubles in 16.98 s
at x*, D lowered 1%: clears in 13.09 s
second substrate: R = 1.00 nm/s
second substrate: x* = 1.040 nm
selectivity window = 1.040 nm
film between thresholds = 1.50 nm
  first substrate: clears in 2.55 s
  second substrate, 60 s: 29.50 nm
film-limited removal: depth a = 0.30 nm
  stable residue = 0.0928 nm
  small-a estimate = 0.0863 nm
  unstable threshold = 2.0780 nm
chemical loss E = 0.10 nm/s
  threshold = 2.414 nm
  thick start now clears in 8.96 s
chemical loss E = 0.60 nm/s
  a 20 nm film clears in 154.3 s
loss throughout film: k = 0.020 1/s
  unstable threshold = 2.219 nm
  stable thick balance = 25.00 nm
L longer by 10%: x* shifts by 0.208 nm
film density = 1.80 g/cm3
ion current density = 1.00 mA/cm2
volume of one CF2 unit = 0.0461 nm3
ion flux = 62.4 ions/(nm2 s)
removal yield, thin film = 0.69 CF2 units/ion
patch area = 10.0 nm2
height per CF2 unit on patch h = 0.00461 nm
noise spread at 1.5 s: 0.109 nm (linear 0.109 nm)
noise spread at 3.0 s: 0.212 nm (linear 0.210 nm)
undecided band sqrt(h L) = 0.0832 nm
start at x* -0.100 nm: clearing chance 0.886
start at x* +0.001 nm: clearing chance 0.495
start at x* +0.098 nm: clearing chance 0.119
verified
```
